\section*{Mutual phase locking of two dipole-coupled spin-torque oscillators}

\section*{The problem}

Two equal thin magnetic discs lie in one plane, their centres a distance $d$ apart along $x$. A current spin-polarized along the disc normal $z$ flows through each. Each disc is treated as one macrospin with unit vector $\mathbf m$ along its magnetic moment. The task is to find how nearly equal the free frequencies must be for the discs to lock, and what phase difference they then keep.

The algebra uses atomic units with $g=2$, so the gyromagnetic ratio is one. Fields and torques are then frequencies, and so is $w$, the magnetic energy divided by the spin angular momentum of a disc. The equation of motion is
\begin{equation}
\dot{\mathbf m}=-\mathbf m\times\mathbf b+\alpha\,\mathbf m\times\dot{\mathbf m}+\sigma\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}),\qquad \mathbf b=-\frac{\partial w}{\partial\mathbf m},
\label{llg}
\end{equation}
with Gilbert damping $\alpha$ and spin torque $\sigma>0$, taken independent of angle. A free disc has the easy-plane energy $w=\tfrac12 b_d u^2$, where $u=m_z$. The azimuth is $\phi$, and $s=\sqrt{1-u^2}$. In-plane anisotropy is left out, and the temperature is zero until part (g).

\section*{(a) Equations for height and azimuth}

\textbf{Question.} Rewrite (\ref{llg}) in terms of $u$ and $\phi$ for any energy $w(u,\phi)$.

\textbf{Solution.} Take the $z$ component of each term. Since $\partial m_x/\partial\phi=-m_y$ and $\partial m_y/\partial\phi=m_x$,
\[
-(\mathbf m\times\mathbf b)_z=-m_xb_y+m_yb_x=m_x\frac{\partial w}{\partial m_y}-m_y\frac{\partial w}{\partial m_x}=\frac{\partial w}{\partial\phi}.
\]
Also $(\mathbf m\times\dot{\mathbf m})_z=m_x\dot m_y-m_y\dot m_x=s^2\dot\phi$, and $\mathbf m\times(\mathbf m\times\hat{\mathbf z})=u\mathbf m-\hat{\mathbf z}$ has $z$ component $u^2-1=-s^2$. Hence
\begin{equation}
\dot u=\frac{\partial w}{\partial\phi}+s^2(\alpha\dot\phi-\sigma).
\label{u}
\end{equation}
For the azimuth, multiply (\ref{llg}) by $\mathbf m\times$ and again take the $z$ component. Because $\mathbf m\cdot\dot{\mathbf m}=0$, the damping term becomes $-\alpha\dot{\mathbf m}$. The spin-torque term becomes $-\sigma\,\mathbf m\times\hat{\mathbf z}$, which has no $z$ component. Thus
\[
s^2\dot\phi=b_z-u\,\mathbf m\cdot\mathbf b-\alpha\dot u .
\]
At fixed $\phi$, $\partial\mathbf m/\partial u=(\hat{\mathbf z}-u\mathbf m)/s^2$, so $-\partial w/\partial u=\mathbf b\cdot\partial\mathbf m/\partial u=(b_z-u\,\mathbf m\cdot\mathbf b)/s^2$. Therefore
\begin{equation}
\dot\phi=-\frac{\partial w}{\partial u}-\frac{\alpha\dot u}{s^2}.
\label{phi}
\end{equation}

\section*{(b) The free oscillator}

\textbf{Question.} Find the steady precession of one disc and the rate at which it is restored.

\textbf{Solution.} Here $\partial w/\partial\phi=0$ and $\partial w/\partial u=b_du$. With $\dot u=0$, (\ref{u}) gives $\alpha\dot\phi=\sigma$ and (\ref{phi}) gives $\dot\phi=-b_du$:
\begin{equation}
\omega=\frac{\sigma}{\alpha},\qquad u_0=-\frac{\omega}{b_d}.
\end{equation}
This requires $\sigma<\alpha b_d$; a larger torque drives the spin to the pole. Inserting (\ref{phi}) into (\ref{u}) and collecting $\dot u$,
\[
(1+\alpha^2)\dot u=-s^2(\alpha b_du+\sigma)=-\alpha b_ds^2(u-u_0).
\]
Every start between the poles therefore approaches $u_0$. Close to it, with $s$ taken at $u_0$, the deviation decays at the rate
\begin{equation}
\Gamma=\frac{\alpha b_ds^2}{1+\alpha^2}.
\end{equation}
The current sets the frequency through the balance of torques. The anisotropy sets the height at which that balance is reached.

\section*{(c) A phase that also counts amplitude deviations}

\textbf{Question.} A coupling torque changes $u$, and $u$ changes the precession rate. Find a phase variable that grows uniformly for a free disc even while $u$ is relaxing, and its equation under an added energy.

\textbf{Solution.} Solve (\ref{u}) for $\dot\phi$:
\[
\dot\phi=\frac{\sigma}{\alpha}+\frac{\dot u}{\alpha(1-u^2)}-\frac{1}{\alpha s^2}\frac{\partial w}{\partial\phi}.
\]
The middle term is the time derivative of $(\operatorname{artanh}u)/\alpha$. Moving it to the left suggests
\begin{equation}
\Phi=\phi-\frac{\operatorname{artanh}u-\operatorname{artanh}u_0}{\alpha},\qquad
\dot\Phi=\omega-\frac{1}{\alpha s^2}\frac{\partial w}{\partial\phi}.
\label{Phi}
\end{equation}
No approximation has been made. For a free disc $\dot\Phi=\omega$ from any start, and $\Phi\to\phi$ as $u\to u_0$, so $\Phi$ is the phase the disc will finally have, referred back to the present.

The factor $1/\alpha$ has a simple origin. A slow torque $\partial w/\partial\phi$ shifts the height until (\ref{u}) balances again, which needs $\alpha\,\delta\dot\phi=-(\partial w/\partial\phi)/s^2$. Weak damping needs a large frequency change to restore the balance.

The memory of the starting height is strong. For $\alpha=0.03$ and $u_0=-0.119$, start two free discs at equal azimuth with heights $u_0+0.2$ and $u_0-0.1$. Equation (\ref{Phi}) predicts a final phase difference of $-10.13$ rad, and integration of (\ref{llg}) gives the same to these digits.

\section*{(d) The slow part of the dipole coupling}

\textbf{Question.} Write the point-dipole energy in angles and find the torque that survives averaging over the fast precession.

\textbf{Solution.} For moments $\mu$ the dipole energy is $(\mu^2/c^2d^3)(\mathbf m_1\cdot\mathbf m_2-3m_{1x}m_{2x})$. In these units the spin angular momentum equals $\mu$, and division by it gives
\begin{equation}
w_c=-\kappa\,(2m_{1x}m_{2x}-m_{1y}m_{2y}-u_1u_2),\qquad \kappa=\frac{\mu}{c^2d^3}.
\end{equation}
Use $\cos\phi_1\cos\phi_2=\tfrac12[\cos(\phi_1-\phi_2)+\cos(\phi_1+\phi_2)]$ and $\sin\phi_1\sin\phi_2=\tfrac12[\cos(\phi_1-\phi_2)-\cos(\phi_1+\phi_2)]$:
\[
w_c=-\kappa\left[\tfrac12s_1s_2\cos(\phi_1-\phi_2)+\tfrac32s_1s_2\cos(\phi_1+\phi_2)-u_1u_2\right].
\]
With $\delta=\phi_1-\phi_2$, the torque on the first disc is
\[
\frac{\partial w_c}{\partial\phi_1}=\kappa s_1s_2\left[\tfrac12\sin\delta+\tfrac32\sin(\phi_1+\phi_2)\right].
\]
The second term oscillates at about $2\omega$. Through (\ref{Phi}) it drives $\Phi$ at a rate of amplitude $3\kappa/2\alpha$, and so gives a ripple of amplitude $3\kappa/(4\alpha\omega)$. It may be averaged away when $\kappa/\alpha\ll\omega$. What remains is
\begin{equation}
\left\langle\frac{\partial w_c}{\partial\phi_1}\right\rangle=\frac{\kappa}{2}s_1s_2\sin\delta=-\left\langle\frac{\partial w_c}{\partial\phi_2}\right\rangle .
\label{avg}
\end{equation}

\section*{(e) Phase equations, locking range and phase difference}

\textbf{Question.} The free frequencies are $\omega_1=\sigma_1/\alpha$ and $\omega_2=\sigma_2/\alpha$, with $\Delta\omega=\omega_1-\omega_2$ small against either. Derive the phase equations, their stationary states and their stability. What happens outside the range?

\textbf{Solution.} Put (\ref{avg}) into (\ref{Phi}), with each $s_i$ at its free value:
\begin{align}
\dot\Phi_1&=\omega_1-\frac{\kappa s_2}{2\alpha s_1}\sin\delta, &
\dot\Phi_2&=\omega_2+\frac{\kappa s_1}{2\alpha s_2}\sin\delta .
\label{pair}
\end{align}
To leading order $\Phi_1-\Phi_2$ may be replaced by $\delta$, if the height shifts are small enough. A slow torque of size $\kappa s^2/2$ shifts $u$ by about $\kappa/(2\alpha b_d)$, and hence $\Phi-\phi$ by about $\kappa/(2\alpha^2b_ds^2)\approx(\kappa/\alpha)/(2\Gamma)$. The condition for weak coupling is thus $\kappa/\alpha\ll\Gamma$; $\kappa\ll b_d$ alone is not enough. Subtraction gives
\begin{equation}
\dot\delta=\Delta\omega-K\sin\delta,\qquad K=\frac{\kappa}{2\alpha}\left(\frac{s_1}{s_2}+\frac{s_2}{s_1}\right)\simeq\frac{\kappa}{\alpha}.
\label{adler}
\end{equation}
The last step holds because the bracket equals $2+(s_1-s_2)^2/(s_1s_2)$.

A stationary phase requires $\sin\delta=\Delta\omega/K$, so locking occurs within (\ref{adler}) when
\begin{equation}
|\Delta\omega|\le\frac{\kappa}{\alpha},\qquad \delta_*=\arcsin\frac{\alpha\,\Delta\omega}{\kappa}.
\label{lock}
\end{equation}
The full width in $\Delta\omega$ is $2\kappa/\alpha$. A small deviation $\epsilon$ obeys $\dot\epsilon=-K\cos\delta_*\,\epsilon$. The branch with $|\delta_*|<\pi/2$ is stable, the other solution $\pi-\delta_*$ is unstable, and the two merge at the edges. At equal frequencies the discs run in phase, where the phase-dependent part of the averaged energy, $-\tfrac12\kappa s_1s_2\cos\delta$, is lowest. The intrinsically faster disc leads.

In a locked state both discs precess at one frequency, so by (\ref{phi}) their averaged heights are equal. With these heights in place of the free ones, $s_1=s_2$ and the coupling terms in (\ref{pair}) cancel in the sum. Within the averaged equations the common frequency is therefore the mean, $(\omega_1+\omega_2)/2$.

Outside the range take $\Delta\omega>K$. One turn of $\delta$ takes the time $\int_0^{2\pi}d\delta/(\Delta\omega-K\sin\delta)$. With $t=\tan(\delta/2)$, so that $d\delta=2\,dt/(1+t^2)$ and $\sin\delta=2t/(1+t^2)$, this is
\[
\int_{-\infty}^{\infty}\frac{2\,dt}{\Delta\omega\left[(t-K/\Delta\omega)^2+1-K^2/\Delta\omega^2\right]}=\frac{2\pi}{B},\qquad B=\sqrt{\Delta\omega^2-K^2}.
\]
The beat frequency $B$ goes to zero at the edge, where $\delta$ lingers near $\pi/2$.

\section*{(f) Numbers, and the effect of a finite relaxation time}

\textbf{Question.} Evaluate the result for discs of radius 100 nm and thickness 5 nm, spaced by 400 nm, with $\mu_0M=1.0$ T, an easy-plane field of 0.90 T, $\alpha=0.03$ and a free frequency of 3.00 GHz. Then find the leading correction to the beat frequency from finite $\Gamma$.

\textbf{Solution.} In SI units $\kappa$ is the gyromagnetic ratio times the field scale $\mu_0MV/(4\pi d^3)$. The volume is $V=\pi(100)^2(5)=1.57\times10^5$ nm$^3$, so this field is
\[
\frac{(1.0\ \text{T})(1.57\times10^5)}{4\pi(400)^3}=0.195\ \text{mT},
\]
and $\kappa/2\pi=5.47$ MHz. Division by $0.03$ gives $K/2\pi=182$ MHz. The full locking width is 365 MHz, or 1.51 $\mu$eV as a quantum of energy.

With spin polarization 0.30, the torque $\sigma=\gamma\hbar\,(0.30)\,I/(2e\mu)$ needed for 3 GHz takes $I=4.07$ mA per disc. Frequency is proportional to current here, so the currents may differ by at most $4.07\times182/3000=0.247$ mA.

The full equations (\ref{llg}), with the whole dipole field, were integrated for frequencies placed symmetrically about 3 GHz. At $\Delta\omega/K=0.50$ and $0.90$ the mean phase differences are $30.00^\circ$ and $64.16^\circ$, equal to the arcsine values to these digits. The pair is locked at $0.97$ and drifts at $1.03$.

This agreement is closer than $K/\Gamma=0.245$ might suggest, and (\ref{Phi}) shows why. In a locked state the averaged heights are constant, so $\dot\Phi=\dot\phi$, and the torque contains the true difference $\phi_1-\phi_2$. The stationary condition therefore needs no replacement of $\Phi$ by $\phi$. The motion does, both in the return to a locked phase and in the drift outside the range.

To find the correction there, let $v=u_1-u_2$ be small and linearize about a common $u_0$. Equation (\ref{Phi}) gives $\dot\delta-\dot v/(\alpha s^2)=\Delta\omega-K\sin\delta$. For changes slow compared with $b_d/\alpha$, (\ref{phi}) gives $\dot\delta\simeq-b_dv$; the dipole terms here are smaller by $\kappa/b_d$. Hence $\dot v\simeq-\ddot\delta/b_d$ and, up to relative order $\alpha^2$ in $\Gamma$,
\begin{equation}
\frac{\ddot\delta}{\Gamma}+\dot\delta=f(\delta),\qquad f=\Delta\omega-K\sin\delta .
\label{inertia}
\end{equation}
Write $\dot\delta=W(\delta)$, so $\ddot\delta=WW'$, with primes for derivatives by $\delta$. Iterating $W=f-WW'/\Gamma$ twice,
\[
W=f-\frac{ff'}{\Gamma}+\frac{(f^2f')'}{\Gamma^2}+\dots,\qquad
\frac1W=\frac1f+\frac{f'}{\Gamma f}-\frac{1}{\Gamma^2}\left(\frac{f'^2}{f}+f''\right)+\dots
\]
Over a full turn $f'/f$ and $f''$ integrate to zero. For the remaining term use $f'^2=K^2\cos^2\delta=K^2-(\Delta\omega-f)^2=-B^2+2\Delta\omega f-f^2$. The averages over $\delta$ are $\langle1/f\rangle=1/B$ and $\langle f\rangle=\Delta\omega$, so $\langle f'^2/f\rangle=-B+2\Delta\omega-\Delta\omega=\Delta\omega-B$. The period shortens, and the beat frequency becomes
\begin{equation}
B\left[1+\frac{B(\Delta\omega-B)}{\Gamma^2}\right].
\end{equation}
At $\Delta\omega=1.3K$, $B=0.831K$ and the correction is $0.831\times0.469\times0.245^2=2.3\%$. The integration gives 155.6 MHz against $B/2\pi=151.6$ MHz, an excess of $2.7\%$ before rounding. At $1.6K$ the predicted excess is $2.6\%$, and the integration gives $2.8\%$. Direct integration of (\ref{inertia}) also gives $2.7\%$ and $2.8\%$, so the remainder comes from higher orders in $1/\Gamma$.

Equation (\ref{inertia}) is that of a damped pendulum under constant torque. Near $\delta=0$ at equal frequencies it reads $\ddot\epsilon/\Gamma+\dot\epsilon+K\epsilon=0$, which is critically damped at $4K=\Gamma$. The example has $4K/\Gamma=0.98$, so its return to lock is almost critically damped; the simple exponential of part (e) needs $K\ll\Gamma$. When $K\gg\Gamma$, a state drifting at about $\Delta\omega$ has a velocity ripple of order $K\Gamma/\Delta\omega$. It can persist for $\sqrt{K\Gamma}\ll\Delta\omega<K$, inside the range (\ref{lock}). The initial state then decides whether the pair locks.

\section*{(g) Temperature}

\textbf{Question.} Let $T$ be the thermal energy divided by the spin angular momentum of a disc. Find the phase diffusion of a free disc and the distribution of $\delta$ for a coupled pair with equal currents. Is the example firmly locked at 300 K?

\textbf{Solution.} Thermal agitation adds to $\mathbf b$ a random field $\boldsymbol\zeta$ whose components are independent white noises with correlation $2\alpha T\,\delta(t-t')$. This strength makes an undriven spin reach thermal equilibrium. The field adds $-(\mathbf m\times\boldsymbol\zeta)_z=-s\zeta_\phi$ to $\partial w/\partial\phi$ in (\ref{u}), where $\zeta_\phi$ is the component along increasing azimuth. By (\ref{Phi}), $\dot\Phi$ gains $\zeta_\phi/(\alpha s)$. At leading order in the noise, with $s$ at its cycle value, the phase variance grows as
\begin{equation}
\frac{2\alpha T}{\alpha^2s^2}\,t=2Dt,\qquad D=\frac{T}{\alpha s^2}.
\end{equation}
The noises of the two discs are independent, so $\delta$ diffuses with coefficient $2D$. At $\Delta\omega=0$ the stationary probability $P$ carries no current: $-K\sin\delta\,P-2D\,P'=0$. Its solution is
\begin{equation}
P\propto e^{x\cos\delta},\qquad x=\frac{K}{2D}=\frac{\kappa s^2}{2T}.
\end{equation}
The damping has cancelled. What counts is the averaged dipole energy against the thermal energy, although the pair is driven. With the modified Bessel functions $I_n(x)=\pi^{-1}\int_0^\pi e^{x\cos\delta}\cos n\delta\,d\delta$, one finds $\langle\cos\delta\rangle=I_1(x)/I_0(x)$. This tends to one for strong coupling and to $x/2$ for weak coupling.

In the example the dipole energy scale is 152 meV and the thermal energy 25.9 meV. With $s^2=0.986$, $x=152\times0.986/(2\times25.9)=2.9$ and $\langle\cos\delta\rangle=0.80$. A stochastic integration of (\ref{llg}) for 800 pairs gives $0.81$; more pairs and a shorter time step bring this to $0.80$. A free disc has $D=0.197$ rad$^2$/ns, hence a full linewidth $D/\pi=63$ MHz.

The phases prefer alignment, but the lock is not permanent. Of the 800 pairs, all started in phase, 14 stood in another potential well after 30 ns. So small a count, $800\times30\ \text{ns}/14\approx1.7\ \mu$s per slip, fixes only the order of magnitude. The Fokker--Planck equation for (\ref{inertia}) with this noise gives one slip per $1.2\ \mu$s, and a larger sample of pairs agrees with that value. So at 300 K and equal currents the lock is interrupted by slips. A detuning tilts the potential to $-\Delta\omega\,\delta-K\cos\delta$, whose barrier vanishes at $|\Delta\omega|=K$, where the stable and unstable phases merge. Slips therefore become more frequent towards the edges, and the range (\ref{lock}) is no longer sharp.

\section*{(h) How far the example stands from a real device}

\textbf{Question.} Which neglected effects matter for these parameters, and by how much?

\textbf{Solution.} The parameters are round values in the rough regime of permalloy-like metallic nanopillars with a perpendicular polarizer. The current density, $1.3\times10^7$ A/cm$^2$, is high but of the order used in such pillars. The damping is above the roughly 0.01 of plain permalloy films. With $\alpha=0.01$ and all else fixed, including the frequency, $K/\Gamma$ would rise ninefold to about 2.2, and the weak-coupling condition would fail. The assumption most in doubt is uniform magnetization: a disc of this size may hold a vortex or another nonuniform state, for which this model gives no estimate. The current's own Oersted field, about 8 mT at the disc edge, favours such a state.

Three other effects can be sized within the macrospin picture.

\emph{Finite discs.} For two surface elements a distance $r$ apart in the plane, fast precession leaves half the sum of the two in-plane dipole coefficients, $\tfrac12(2-1)/r^3$, whatever their direction. So $\kappa$ is multiplied by the average of $(d/r)^3$ over both discs. This factor is 1.17 and widens the range from 365 to 426 MHz.

\emph{The neighbour's Oersted field.} It is 2.0 mT, ten times the dipole field scale, but static, so its first-order torque averages out over a precession period. With uniform opposite fields of this size along $y$ in the two discs, integration at $\Delta\omega=K/2$ still gives a locked pair, with $\delta=31.4^\circ$ in place of $30.0^\circ$. The field is not small by the criterion of part (d), since divided by $\alpha\omega$ it is 0.63. It leaves a ripple of about 0.3 rad in $\delta$ and lowers the common frequency by 37 MHz. At $\Delta\omega=0.97K$ the pair is still locked, at $83^\circ$ in place of $76^\circ$.

\emph{Angle-dependent torque.} Let $\sigma$ vary as $1/(1+\lambda u)$, with its value on the free cycle held fixed. Its slope there is $-\lambda\sigma/(1+\lambda u_0)$. In the linearized (\ref{u}) the restoring coefficient $\alpha b_d$ is then multiplied by
\[
1-\frac{\lambda|u_0|}{1+\lambda u_0},
\]
since $\sigma=\alpha b_d|u_0|$. For $\lambda=0.5$ this is $1-0.0595/0.9405=0.937$. The height responds more strongly, and $K$ grows by the inverse factor. At a detuning of half the original $K$, $\sin\delta_*=0.5\times0.937$ gives $\delta_*=27.9^\circ$, as does the integration.

For this geometry at 300 K, thermal slips interrupt the lock, whereas none of these three corrections destroys it in the cases computed. At fixed temperature, moment and $s$, a larger $\kappa$ deepens the potential wells without changing $D$, and so suppresses the slips. The coupling can be raised in this way only while $\kappa/\alpha$ stays well below $\Gamma$, if the phase equation is to remain valid. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
disc radius, thickness, spacing: 100, 5, 400 nm
mu0*M, easy-plane field: 1.00, 0.90 T
damping, spin polarization: 0.030, 0.30
free frequency: 3.00 GHz; temperature 300 K
u on the cycle: -0.1189; s squared: 0.9859
current per disc: 4.066 mA
current density: 1.294e+07 A/cm2
dipole field of neighbour: 0.1953 mT
kappa: 0.03439 rad/ns; K = kappa/alpha: 1.1464 rad/ns
kappa/(2 pi): 5.474 MHz
largest locked detuning K/(2 pi): 182.5 MHz
full locking width: 364.9 MHz = 1.509 ueV
largest current difference: 0.247 mA
relaxation rate, formula: 4.6828 rad/ns
relaxation rate, simulated: 4.6903 rad/ns
K/Gamma: 0.245; kappa/omega: 0.00182
free phase offset, formula: -10.1260 rad
free phase offset, simulated: -10.1263 rad
detuning/K, simulated phase, arcsin formula (deg):
   0.00    -0.00     0.00
   0.25    14.48    14.48
   0.50    30.00    30.00
   0.75    48.59    48.59
   0.90    64.16    64.16
   0.97    75.93    75.93
  -0.50   -30.00   -30.00
detuning/K, phase drift from 25 to 85 ns (rad):
   0.97    0.000
   1.03   13.730
   1.10   31.627
   1.30   59.235
   1.60   87.654
detuning/K, beat simulated, beat formula (MHz):
   1.30    155.6    151.6
   1.60    234.2    227.9
dipole energy scale kappa*moment/gamma: 152.38 meV
thermal energy: 25.85 meV
x = averaged coupling / thermal energy: 2.905
mean cos(delta), formula: 0.8027
mean cos(delta), simulated: 0.8105
free phase diffusion D, formula: 0.1973 rad2/ns
free phase diffusion D, simulated: 0.1946 rad2/ns
free linewidth D/pi: 62.8 MHz
pairs slipped after 30 ns: 14 of 800
finite-disc factor on kappa: 1.1686
full width with that factor: 426.4 MHz
Oersted field of neighbour: 2.033 mT
phase at 0.5 K with it: 31.41 deg, drift 0.000 rad
phase at 0.5 K, torque asymmetry 0.5: 27.93 deg
\end{verbatim}
